# Parallel and perpendicular g shifts of square-planar copper(II) beta-diketonates

## 1. The ionic ion: where the factor four comes from

A model of the square-planar CuO$_4$ unit of a copper(II) beta-diketonate, with equal excitation energies of 2.0 eV, gives g shifts of 0.2557 along the normal of the plane and 0.0639 within it. Their ratio is 4.00, the value of the simplest theory. Yet that theory, once corrected for the covalency of the same model, predicts 3.68, and the same copper ion without any covalency gives 4.24. The agreement with four therefore needs an explanation. This half derives the factor four and its correction for strong spin-orbit coupling; the second half adds the oxygen atoms.

### Model and conventions

The $z$ axis is normal to the CuO$_4$ plane, and $x$ and $y$ run along the Cu–O bonds. The copper 3d shell holds nine electrons, and the empty place is in the orbital $x^2-y^2$, which points at the oxygens and is highest in energy. Angular momenta are in units of $\hbar$ and energies in eV. The one-electron spin-orbit coupling is $\xi\,\mathbf l\cdot\mathbf s$ with $\xi>0$. An electron in a magnetic field $\mathbf B$ has the Zeeman energy $\mu_B\mathbf B\cdot(\mathbf l+g_e\mathbf s)$, with $g_e=2.0023$. A g shift is $\Delta g=g-g_e$.

In this half the orbitals are pure copper orbitals and the surroundings have fourfold symmetry. Moving the hole to $xy$ costs $D_\parallel$, and moving it to $xz$ or $yz$ costs $D_\perp$.

### Nine electrons as one hole

Let $o$ be a one-electron operator and $c_a^\dagger$ create an electron in state $a$. The anticommutation rule $c_a^\dagger c_b=\delta_{ab}-c_bc_a^\dagger$ turns the many-electron operator into
$$O=\sum_{ab}\langle a|o|b\rangle c_a^\dagger c_b=\mathrm{Tr}\,o-\sum_{ab}\langle a|o|b\rangle c_bc_a^\dagger .$$
Removing an electron from the time-reversed state $\Theta a$ leaves a hole with the angular momentum of $a$, so the hole is created by $b_a^\dagger=c_{\Theta a}$. Using the states $\Theta a$ as the basis in the sum gives
$$O=\mathrm{Tr}\,o-\sum_{ab}\langle\Theta a|o|\Theta b\rangle\,b_b^\dagger b_a .$$
Time reversal is antiunitary, which means $\langle\Theta a|\Theta c\rangle=\langle c|a\rangle$. If $o$ is Hermitian and $\Theta^{-1}o\,\Theta=\tau o$ with $\tau=\pm1$, then
$$\langle\Theta a|o|\Theta b\rangle=\tau\langle b|o|a\rangle .$$
The operator acting on the hole is therefore $-\tau o$, apart from a constant. Angular momenta change sign under time reversal, so $\tau=-1$ and the Zeeman operator keeps its form. The orbital energies and $\mathbf l\cdot\mathbf s$ do not change, so $\tau=+1$ and both are reversed. With $\mathbf L$ and $\mathbf S$ for the hole,
$$H=\sum_nD_n|n\rangle\langle n|-\xi\,\mathbf L\cdot\mathbf S+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S),\qquad D_0=0 .$$
The state $|0\rangle$ is the hole in $x^2-y^2$. The minus sign before $\xi$ will make the g shifts positive.

### The shift linear in spin-orbit coupling

Without the last two terms, the ground level is $|0\rangle$ with either spin. The orbital $|0\rangle$ is real, whereas $\mathbf L=-i\,\mathbf r\times\nabla$ is imaginary, so $\langle0|\mathbf L|0\rangle$ is imaginary. It is also real, because $\mathbf L$ is Hermitian. Hence it vanishes, and in first order only $g_e\mu_B\mathbf B\cdot\mathbf S$ acts on the doublet.

Let $V$ be the sum of the spin-orbit and Zeeman terms. To first order, $V$ adds to a ground state $|\phi\rangle$ the part
$$|\chi\rangle=-\sum_{n\neq0}\frac{|n\rangle\langle n|V|\phi\rangle}{D_n}.$$
Acting on this part with $V$ and returning to the doublet gives the second-order operator
$$H^{(2)}=-\sum_{n\neq0}\frac{\langle0|V|n\rangle\langle n|V|0\rangle}{D_n}.$$
Its matrix elements are taken over orbitals and remain operators on the spin. The term $g_e\mathbf S$ cannot connect different orbitals, so
$$\langle n|V|0\rangle=\sum_i\langle n|L_i|0\rangle(-\xi S_i+\mu_BB_i).$$
Define
$$\Lambda_{ij}=\sum_{n\neq0}\frac{\langle0|L_i|n\rangle\langle n|L_j|0\rangle}{D_n}.$$
For real orbitals each matrix element is imaginary, and $\langle0|L_i|n\rangle=-\langle n|L_i|0\rangle$. The tensor $\Lambda$ is therefore real and symmetric. The terms with one power of $\xi$ and one of $B$ are
$$-\sum_{ij}\Lambda_{ij}\left(-\xi\mu_BS_iB_j-\xi\mu_BB_iS_j\right)=2\xi\mu_B\sum_{ij}B_i\Lambda_{ij}S_j .$$
The terms in $B^2$ contain no spin. Those in $\xi^2$ contain the symmetric product $S_iS_j+S_jS_i=\delta_{ij}/2$, a constant for spin one half. Neither splits the doublet, and the shift tensor is
$$\Delta g_{ij}=2\xi\Lambda_{ij}.$$
"Second order" thus refers to the energy, with one spin-orbit and one Zeeman factor. The g shift itself is linear in $\xi$.

### The orbital matrix elements

The angular parts of the orbitals are polynomials in $x,y,z$ on the unit sphere. Differentiation gives
$$L_z(x^2-y^2)=-i(x\partial_y-y\partial_x)(x^2-y^2)=4i\,xy,$$
$$L_x(x^2-y^2)=-i(y\partial_z-z\partial_y)(x^2-y^2)=-2i\,yz,$$
$$L_y(x^2-y^2)=-i(z\partial_x-x\partial_z)(x^2-y^2)=-2i\,xz.$$
The norms follow from sphere averages. With $\langle x^4\rangle=1/5$ and the average of $(x^2+y^2+z^2)^2=1$, one has $3/5+6\langle x^2y^2\rangle=1$, so $\langle x^2y^2\rangle=1/15$. Then
$$\langle(x^2-y^2)^2\rangle=\frac25-\frac2{15}=\frac4{15}.$$
The polynomial $x^2-y^2$ is thus $2/\sqrt{15}$ times its normalized orbital, while $xy$, $xz$ and $yz$ are $1/\sqrt{15}$ times theirs. Dividing out these factors halves the coefficients:
$$L_z|0\rangle=2i|xy\rangle,\qquad L_x|0\rangle=-i|yz\rangle,\qquad L_y|0\rangle=-i|xz\rangle .$$
The squared magnitudes are 4, 1 and 1. Therefore
$$\boxed{\Delta g_\parallel=\frac{8\xi}{D_\parallel},\qquad\Delta g_\perp=\frac{2\xi}{D_\perp}}$$
and the ratio is $4D_\perp/D_\parallel$. It equals four for equal gaps.

The four is the square of a magnetic quantum number. Both $x^2-y^2$ and $xy$ are built from $m=\pm2$, and a field along $z$ joins them with strength 2. That strength enters once through the Zeeman term and once through spin-orbit coupling.

The ratio also distinguishes this hole from one in $z^2$. For a hole in $z^2$, the polynomial $2z^2-x^2-y^2$ gives zero under $L_z$ and $-6i\,yz$ under $L_x$. Its mean square is $\langle(3z^2-1)^2\rangle=9/5-2+1=4/5$. The normalized matrix element has magnitude $6/\sqrt{15}$ divided by $2/\sqrt5$, which is $\sqrt3$. The linear shifts are then 0 and $6\xi/D$, so the larger shift lies in the plane.

For the example, take the round values $\xi=0.10$ eV and $D_\parallel=D_\perp=2.0$ eV. Then
$$\Delta g_\parallel=\frac{8(0.10)}{2.0}=0.400,\qquad\Delta g_\perp=\frac{2(0.10)}{2.0}=0.100 .$$

### Stronger spin-orbit coupling

The ionic model can be solved without an expansion in $\xi$. Use states of definite $m$ and define
$$|A\rangle=\frac{|2\rangle+|-2\rangle}{\sqrt2},\qquad|B\rangle=\frac{|2\rangle-|-2\rangle}{\sqrt2}.$$
Here $A$ is $x^2-y^2$, and $B$ is $xy$ up to a phase, since $L_zA=2B$. The ladder rule gives $L_+|-2\rangle=2|-1\rangle$ and $L_-|-1\rangle=2|-2\rangle=\sqrt2(|A\rangle-|B\rangle)$. With
$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+),$$
one obtains
$$\mathbf L\cdot\mathbf S\,|A\uparrow\rangle=|B\uparrow\rangle+\tfrac1{\sqrt2}|-1\downarrow\rangle,$$
$$\mathbf L\cdot\mathbf S\,|B\uparrow\rangle=|A\uparrow\rangle-\tfrac1{\sqrt2}|-1\downarrow\rangle,$$
$$\mathbf L\cdot\mathbf S\,|-1\downarrow\rangle=\tfrac12|-1\downarrow\rangle+\tfrac1{\sqrt2}\left(|A\uparrow\rangle-|B\uparrow\rangle\right).$$
These three states close among themselves, and $z^2$, which has $m=0$, does not enter. Write the ground state as $\psi=p|A\uparrow\rangle+q|B\uparrow\rangle+r|-1\downarrow\rangle$ with energy $E$. The zero-field equations are
$$-\xi q-\tfrac{\xi}{\sqrt2}r=Ep,$$
$$-\xi p+D_\parallel q+\tfrac{\xi}{\sqrt2}r=Eq,$$
$$-\tfrac{\xi}{\sqrt2}p+\tfrac{\xi}{\sqrt2}q+\left(D_\perp-\tfrac{\xi}{2}\right)r=Er .$$

For a field along $z$, $g_\parallel=2\langle\psi|L_z+g_eS_z|\psi\rangle$. Since $L_z$ exchanges $A$ and $B$ with factor 2,
$$g_\parallel=g_e(p^2+q^2-r^2)+8pq-2r^2 .$$

For a field along $x$, the partner state is needed. Time reversal acts as $\Theta|m\rangle=(-1)^m|-m\rangle$, $\Theta\uparrow=\downarrow$ and $\Theta\downarrow=-\uparrow$. It gives
$$\psi'=p|A\downarrow\rangle-q|B\downarrow\rangle+r|1\uparrow\rangle .$$
The diagonal elements of $L_x$ and $S_x$ vanish in $\psi$ and $\psi'$, so $g_\perp=2\langle\psi|L_x+g_eS_x|\psi'\rangle$. The spin contributes $(p^2-q^2)/2$ to the matrix element. For the orbital part, $\langle A|L_x|1\rangle$, $\langle B|L_x|1\rangle$ and $\langle-1|L_x|A\rangle$ equal $1/\sqrt2$, while $\langle-1|L_x|B\rangle=-1/\sqrt2$. The two spin components each give $r(p+q)/\sqrt2$, hence
$$g_\perp=g_e(p^2-q^2)+2\sqrt2\,r(p+q).$$

Now expand with $a=\xi/D_\parallel$ and $b=\xi/D_\perp$. Set $p=1$ before normalization. The energy $E$ is already quadratic in $\xi$, so $Eq$ and $Er$ are cubic and can be dropped. The last two equations give
$$q=a-\frac{ab}2,\qquad r=\frac b{\sqrt2}\left(1-a+\frac b2\right),$$
and the squared norm is $1+a^2+b^2/2$. Division by it yields, through quadratic terms,
$$\Delta g_\parallel=8a-4ab-(1+g_e)b^2,$$
$$\Delta g_\perp=2b+b^2-g_e\left(2a^2+\frac{b^2}2\right).$$

At equal gaps, with $u=\xi/D$, these become $8u-(5+g_e)u^2$ and $2u+(1-5g_e/2)u^2$. Their ratio is
$$\frac{\Delta g_\parallel}{\Delta g_\perp}=4\left[1-\frac{5+g_e}{8}u-\frac{1-5g_e/2}{2}u\right]+O(u^2)=4+\frac92(g_e-1)u+O(u^2).$$
For $u=0.05$ this is 4.23. Diagonalizing the nine-electron problem gives shifts of 0.3804 and 0.0898, with ratio 4.24. Relative to these values, the linear formulas are 5% too high in the parallel direction and 11% too high in the perpendicular one. The ratio rises because the perpendicular shift loses the larger fraction.

## 2. The CuO$_4$ unit: covalency, distortion and use

The first half gives, for a pure copper hole in $x^2-y^2$, the linear shifts $\Delta g_\parallel=8\xi/D_\parallel$ and $\Delta g_\perp=2\xi/D_\perp$. Here $\xi$ is the copper spin-orbit constant, and $D_\parallel$ and $D_\perp$ are the costs of moving the hole to $xy$ and to $xz$ or $yz$. The parallel direction $z$ is normal to the plane, and the bonds lie along $x$ and $y$. The general linear law is $\Delta g_{ij}=2\xi\Lambda_{ij}$, where $\Lambda_{ij}$ contains one matrix element from spin-orbit coupling, one from the Zeeman term and an inverse gap. The example has $\xi=0.10$ eV and both gaps at 2.0 eV.

### Copper weights

In the molecule the hole spreads onto oxygen. Let $N_0^2$ be the copper weight of the hole orbital and $N_n^2$ that of the excited orbital. Suppose first that spin-orbit coupling and orbital moment reside on copper alone, and that overlap between atoms is neglected. Each of the two matrix elements then acquires a factor $N_0N_n$, so
$$\boxed{\Delta g_\parallel=\frac{8\xi K_\parallel}{D_\parallel},\qquad\Delta g_\perp=\frac{2\xi K_\perp}{D_\perp},\qquad K=N_0^2N_n^2}$$
and
$$\frac{\Delta g_\parallel}{\Delta g_\perp}=4\,\frac{K_\parallel}{K_\perp}\,\frac{D_\perp}{D_\parallel}.$$
In this linear formula, equal excitation energies alone do not give a ratio of four. The copper weights of $xy$ and $xz$ must then agree as well.

### A model that supplies the weights

Take five copper d orbitals and three p orbitals on each of four oxygens, without overlap or oxygen–oxygen hopping. Electrons are independent, and the hole is the missing electron in the highest orbital. The oxygen level lies at $E_p=-5.0$ eV relative to that orbital. The hopping sizes are $V_\sigma=1.45$ eV along a bond and $V_\pi=0.65$ eV sideways.

The d orbital pointing along $x$ follows from
$$2x^2-y^2-z^2=\tfrac32(x^2-y^2)-\tfrac12(2z^2-x^2-y^2).$$
With the norms $2/\sqrt{15}$ and $2/\sqrt5$ of the two polynomials, the normalized orbital contains $x^2-y^2$ with coefficient $\sqrt3/2$ and $z^2$ with coefficient $-1/2$. Each oxygen therefore couples to $x^2-y^2$ with strength $\sqrt3V_\sigma/2$.

An orbital coupled to several oxygens couples to one normalized combination of them, with $T^2$ equal to the sum of the squared hoppings. All four oxygens have an in-plane p orbital that couples to $xy$. By contrast, $xz$ meets suitable p orbitals on the two oxygens along $x$, and $yz$ on the two along $y$. Hence
$$T_0^2=4\cdot\tfrac34V_\sigma^2=3V_\sigma^2,\qquad T_{xy}^2=4V_\pi^2,\qquad T_{xz}^2=T_{yz}^2=2V_\pi^2 .$$

For an antibonding orbital at energy $E$, the oxygen row of the two-state problem reads $Tc_d+(E_p-E)c_L=0$. With $G=E-E_p$, this gives $c_L=Tc_d/G$, and normalization gives
$$N^2=\frac{G^2}{G^2+T^2}.$$
The bare copper level of each orbital is set to $E-T^2/G$, which places the antibonding levels at the required energies: 0 for the hole orbital and $-2.0$ eV for $xy$, $xz$ and $yz$. The $z^2$ level is placed at $-1.6$ eV in the same way. The distances $G$ are 5.0 eV for the hole orbital and 3.0 eV for the three excited orbitals, so
$$N_0^2=\frac{25}{25+3(1.45)^2}=0.799,$$
$$N_{xy}^2=\frac9{9+4(0.65)^2}=0.842,\qquad N_{xz}^2=\frac9{9+2(0.65)^2}=0.914 .$$
The products are $K_\parallel=0.672$ and $K_\perp=0.730$. The shifts become
$$\Delta g_\parallel=0.400(0.672)=0.269,\qquad\Delta g_\perp=0.100(0.730)=0.073,$$
with ratio 3.68. With these weights the copper-only linear formula gives a ratio below four at equal gaps whenever $V_\pi\neq0$, because $xy$ has twice the squared coupling of $xz$ and hence the smaller copper weight.

### The orbital moment on oxygen

The p electrons on oxygen also carry orbital moment. With copper at the origin, $\mathbf L$ turns a copper d orbital into other copper d orbitals. These have no overlap with the oxygen orbitals in this model, so $\mathbf L$ has no matrix elements between copper and oxygen. Within one oxygen, the p orbitals have equal parity, so the matrix elements of momentum between them vanish. What remains in the model is the local angular momentum of each oxygen. This rests on leaving out the oxygen 2s orbital, which momentum does connect with 2p. For atomic oxygen orbitals at 1.92 Å from copper, that term is about 1.4 times the local matrix element and opposes it for a hybrid pointing at copper. A 2s weight of one third in the sigma orbital would roughly cancel the oxygen moment derived below.

Its sign requires the phases. Hopping is taken opposite in sign to overlap. At the oxygen on $+x$, the positive lobe of $x^2-y^2$ meets the negative side of $p_x$, so the sigma hopping is positive. The overlap of $xy$ with $p_y$ is positive, so the pi hopping is negative. Both signs reverse at the opposite oxygen.

Let $h=N_0\sqrt3V_\sigma/(2G_0)$, where $G_0=5.0$ eV belongs to the hole orbital, and let $G=3.0$ eV for the excited orbital. On $+x$ the hole orbital has $p_x$ amplitude $h$, and the $xy$ orbital has $p_y$ amplitude $-N_{xy}V_\pi/G$. Since $L_zp_x=ip_y$, this oxygen contributes $-ihN_{xy}V_\pi/G$ to the Zeeman matrix element. Following the phases around the square gives the same contribution at each oxygen, so the sum is
$$-\frac{4ihN_{xy}V_\pi}{G}=-2iN_0N_{xy}\,\rho,\qquad\rho=\frac{\sqrt3V_\sigma V_\pi}{G_0G}.$$
The copper part is $+2iN_0N_{xy}$. The oxygen moment therefore reduces this Zeeman element by the fraction $\rho$.

For a field along $x$, the two oxygens on the $y$ axis contribute. On $+y$ the hole orbital has $p_y$ amplitude $-h$, $L_xp_y=ip_z$, and the $yz$ orbital has $p_z$ amplitude $-N_{yz}V_\pi/G$. The product is $+ihN_{yz}V_\pi/G$, and the oxygen on $-y$ gives the same. Their sum is $+iN_0N_{yz}\rho$, against $-iN_0N_{yz}$ from copper. The reduction is again the fraction $\rho$, where
$$\rho=\frac{\sqrt3(1.45)(0.65)}{(5.0)(3.0)}=0.109 .$$
The changes are $-0.0293$ in the parallel shift and $-0.0079$ in the perpendicular one. At equal gaps this correction lowers both shifts by the same fraction and leaves their ratio unchanged.

### Charge-transfer states

Each antibonding orbital has a filled bonding partner. Moving the hole there is a charge transfer from oxygen to copper. The sum of the two energies equals the sum of the bare levels, so the bonding energy is $E_p-T^2/G$. Its distance from the hole orbital is
$$D_b=G_0+\frac{T^2}{G}.$$
This is 5.56 eV for $xy$ and 5.28 eV for $xz$ and $yz$.

The antibonding orbital has copper and oxygen amplitudes $N$ and $NT/G$. Orthogonality makes those of the bonding orbital $NT/G$ and $-N$. Relative to the antibonding case, the copper matrix element is multiplied by $T/G$ and the oxygen one by $-G/T$. The spin-orbit element, in units of its antibonding value, is $T/G$. The Zeeman element, in units of the antibonding copper value, is $T/G+\rho G/T$. Their product is $T^2/G^2+\rho$, so the added shift in each direction is
$$\Delta g_b=\frac{C\xi K}{D_b}\left(\frac{T^2}{G^2}+\rho\right),$$
with $C=8$ in the parallel case and $C=2$ in the perpendicular one. For the example,
$$\Delta g_{b,\parallel}=\frac{0.538}{5.56}(0.188+0.109)=0.0287,$$
$$\Delta g_{b,\perp}=\frac{0.146}{5.28}(0.094+0.109)=0.0056 .$$
Oxygen combinations without copper amplitude do not contribute, because spin-orbit coupling is still confined to copper.

The complete linear shifts are
$$\Delta g_\parallel=0.2689-0.0293+0.0287=0.268,$$
$$\Delta g_\perp=0.0730-0.0079+0.0056=0.071,$$
with ratio 3.80. The oxygen-moment and charge-transfer terms nearly cancel in the parallel shift. In the perpendicular shift they leave a reduction of about 3% relative to the copper-only formula.

### Why the final ratio is close to four

The terms beyond linear order in $\xi$ follow from diagonalizing the 34 spin orbitals with a small field and dividing the splitting of the highest pair by $\mu_BB$. The shifts become 0.2557 and 0.0639, and their ratio is 4.00. Higher orders have thus raised the ratio from 3.80 by 0.20. In the ionic ion they raised it from 4.00 by 0.24.

Two departures from the simple law therefore oppose each other. Covalency lowers the ratio by an amount that remains as $\xi$ tends to zero. Higher orders raise it by an amount that vanishes in that limit. Their balance depends on the chosen values and is not a symmetry. Adding a spin-orbit constant of 0.02 eV on oxygen already changes the ratio to 3.97, with shifts of 0.2541 and 0.0640.

### Unequal gaps and the chelate rings

If $D_\perp$ is 2.2 eV while $D_\parallel$ stays at 2.0 eV, the ionic linear ratio is $4(2.2/2.0)=4.4$. A 10% difference between the gaps thus changes the ratio by 0.4, more than any of the effects discussed above.

The chelate rings also lower the fourfold symmetry. The twofold axes in the plane bisect the angles between the Cu–O bonds. Put $X=(x+y)/\sqrt2$ and $Y=(x-y)/\sqrt2$. Then $x^2-y^2=2XY$ and $xy=(X^2-Y^2)/2$. Reflection of $X$ alone changes the sign of the first and not of the second. The orbital $z^2$ is also unchanged, while $xz$ and $yz$ are odd in $z$. The hole orbital consequently mixes with no other d orbital, but $xy$ may mix with $z^2$, and $xz$ with $yz$.

Let $v$ and $w>0$ be the electron couplings within these two pairs, and return to the ionic model. For mixed excited states, the inverse gap in $\Lambda$ is replaced by an element of the inverse gap matrix. For $xy$ and $z^2$,
$$W=\begin{pmatrix}D_\parallel&-v\\-v&D_{z^2}\end{pmatrix},\qquad(W^{-1})_{11}=\frac{D_{z^2}}{D_\parallel D_{z^2}-v^2},$$
and therefore
$$\Delta g_z=\frac{8\xi}{D_\parallel-v^2/D_{z^2}}.$$
A field along $(1,1,0)$ selects the combination $(xz+yz)/\sqrt2$. Its electron energy is raised by $w$, so its gap is $D_\perp-w$. Along $(1,-1,0)$ the gap is $D_\perp+w$. The in-plane shifts are
$$\Delta g_{(1,\pm1,0)}=\frac{2\xi}{D_\perp\mp w}.$$

With $v=0.20$ eV, $w=0.10$ eV and $D_{z^2}=1.6$ eV, the linear values are 0.405 along $z$ and 0.105 and 0.095 in the plane. Diagonalization of the nine-electron problem gives 0.385, 0.096 and 0.083. Beyond linear order the in-plane values depend on the sign of $v$, defined here for the polynomials $xy$ and $2z^2-x^2-y^2$: with $v=-0.20$ eV they become 0.092 and 0.087. The signs in the example are a choice, and a change of the O–Cu–O angle alone gives $v$ and $w$ opposite signs. One perpendicular g value has become two. An axial description, which has a single perpendicular value, cannot represent this difference.

### Use with a real precursor

Copper(II) beta-diketonates serve as volatile copper sources in deposition. For them, $\xi$ near 0.1 eV and d–d gaps near 2 eV are reasonable rough sizes; the hoppings are round model values. Electron spin resonance of such complexes gives shifts of roughly 0.25 and 0.05. The calculated parallel shift is close to this, while the perpendicular one is somewhat high. The closeness depends on the chosen hoppings and on the neglect of oxygen 2s: removing the oxygen moment raises the diagonalized shifts to about 0.27 and 0.069, with the ratio still near four. Equality of the gaps is not required by symmetry and need not hold in a real complex. Raising $D_\perp$ by 10% at fixed $K_\perp$ lowers the linear perpendicular shift by 9%. This may account for part of the difference, but the model does not establish it.

At a microwave frequency of 9.5 GHz, resonance occurs at $B=h\nu/(g\mu_B)$. The copper-only covalent formula gives $g_\parallel=2.271$ and $g_\perp=2.075$, hence fields of 299 mT and 327 mT. The higher-order CuO$_4$ shifts move both fields upward by between 1 and 2 mT. In a real complex the copper nucleus, which has spin 3/2, splits each resonance into four lines, and to first order these fields are only their centres. The splitting in the parallel direction is much larger than the change of 1 to 2 mT.

Within the copper-only linear formulas, measured shifts determine the quotients $K_\parallel/D_\parallel$ and $K_\perp/D_\perp$ once $\xi$ is known. They do not separate covalency from the gaps, so optical excitation energies or a calculation must supply $D$. In the CuO$_4$ example these formulas give shifts 5% too high in the parallel direction and 14% too high in the perpendicular one, compared with diagonalization of the same model. Where such errors matter, diagonalization should replace them.

Thermal population of excited d states is negligible in the example. At a delivery temperature of 420 K the thermal energy is 0.036 eV, and the Boltzmann factor of the $z^2$ state at 1.6 eV is $6\times10^{-20}$. Vibrations can still change the gaps and are not included. The relativistic reduction of the spin Zeeman energy is of relative order kinetic energy over $mc^2$. In g this is about $1.1\times10^{-4}$ per hartree of kinetic energy, or $10^{-3}$ for ten hartree, taken as a rough size for a 3d electron.

The formulas fail if the hole moves to another orbital, if the $xy$, $xz$ or $yz$ level (or, once $v\neq0$, the $z^2$ level) comes within a few $\xi$ of the hole level, or if strong exchange couples neighbouring copper ions whose g tensors are oriented differently. Reduction to copper(I) during growth fills the d shell, and the resonance treated here disappears with the hole.
